# Core-electron binding energies from the half-occupied Kohn-Sham eigenvalue

## The physical question

An X-ray photon ejects an electron from a deep core level, and the kinetic energy of the electron reveals how strongly it was bound. Chemical shifts of this binding energy tell atoms of one element in different surroundings apart. A Kohn-Sham calculation offers a tempting estimate: minus the core eigenvalue of the intact system. But the eigenvalue shifts while the electron is being removed. With a local functional the core level ends up lower even if the orbitals are frozen, because charge is taken out of the core and the repulsion there falls. Local exchange works against this drop, and when a single spin orbital is emptied it can turn the level slightly upward over the last few percent of the electron. The remaining electrons then feel a less screened nucleus and contract, which undoes part of that drop. The eigenvalue of the intact system contains neither effect.

One remedy is to compute two total energies, with and without the electron, and subtract them. Another is to compute one eigenvalue with half an electron removed. Why should a single eigenvalue, at an occupation that no isolated system has, reproduce a difference of two total energies, and how large is the error?

Let $n$ be the occupation of the electron being removed: $n=1$ when it is present, $n=0$ when it is gone. The nuclei, the functional and all other occupations are held fixed. For each $n$ the orbitals are solved self-consistently, on the branch of solutions that keeps the hole in the core. Let $E(n)$ be the total energy and $\varepsilon(n)$ the core eigenvalue. The electron is taken to infinity, where the potential is zero, and left there without kinetic energy, so the binding energy is

$$I=E(0)-E(1).$$

It is positive for a bound electron. The result to be derived is

$$I=-\varepsilon(\tfrac12)-\tfrac1{24}\,\varepsilon''(\tfrac12)+\dots,$$

where primes denote derivatives with respect to $n$. The first term alone is an approximation, and the second is its leading error. Both refer to the total-energy difference of the chosen functional, not to experiment.

## Janak's theorem

Both derivations need the slope of $E(n)$. Let $\varphi_i$ be the normalized spin orbitals and $f_i$ their occupations. Write the energy as

$$E=\sum_i f_i\langle\varphi_i|T|\varphi_i\rangle+F[\rho_\uparrow,\rho_\downarrow],\qquad \rho_\sigma=\sum_{i\in\sigma}f_i|\varphi_i|^2 .$$

Here $T$ is the kinetic-energy operator, and $F$ collects the nuclear attraction, the Hartree energy, the exchange-correlation energy and the constant nuclear repulsion. The Kohn-Sham potential is $v_\sigma=\delta F/\delta\rho_\sigma$, and the orbitals obey $h_\sigma\varphi_i=\varepsilon_i\varphi_i$ with $h_\sigma=T+v_\sigma$.

Suppose the occupations and orbitals depend smoothly on $n$. By the chain rule, a change of density changes $F$ by $\sum_\sigma\int v_\sigma\,\delta\rho_\sigma\,d^3r$. Together with the kinetic term this gives

$$\frac{dE}{dn}=\sum_i\frac{df_i}{dn}\langle\varphi_i|h_\sigma|\varphi_i\rangle+\sum_i f_i\left(\Big\langle\frac{d\varphi_i}{dn}\Big|h_\sigma\varphi_i\Big\rangle+\Big\langle h_\sigma\varphi_i\Big|\frac{d\varphi_i}{dn}\Big\rangle\right).$$

In the second sum replace $h_\sigma\varphi_i$ by $\varepsilon_i\varphi_i$. Since $\varepsilon_i$ is real, the bracket becomes

$$\varepsilon_i\,\frac{d}{dn}\langle\varphi_i|\varphi_i\rangle=0,$$

because the norm stays equal to one. What remains is

$$\frac{dE}{dn}=\sum_i\frac{df_i}{dn}\,\varepsilon_i .$$

If a single core spin orbital has occupation $n$ and the other occupations are fixed, this is Janak's theorem, $dE/dn=\varepsilon(n)$.

The argument used the orbital equations, which make the energy stationary, but it did not require the energy to be a minimum. This matters, because a state with a core hole is not the lowest state of the ion.

Relaxation drops out of the slope at a given $n$, but not out of the curvature. The eigenvalue $\varepsilon(n)$ belongs to orbitals that have adjusted to $n$, so its derivative $\varepsilon'=E''$ contains their response.

There are two ways to spread the hole over the spins. In a *polarized* calculation one core spin orbital holds $n$ electrons and its partner holds one. In a *shared* calculation both hold $(1+n)/2$, so the shell holds $1+n$. If the spins are otherwise equivalent, both core eigenvalues equal $\varepsilon$, and

$$\frac{dE}{dn}=\tfrac12\varepsilon+\tfrac12\varepsilon=\varepsilon(n).$$

The derivations below therefore cover both cases. In the shared case, "half occupation" means $n=\tfrac12$, which is 1.5 electrons in the shell.

## First derivation: adding up the eigenvalue

Remove the electron in small portions. Integrating Janak's theorem from $n=0$ to $n=1$ gives $E(1)-E(0)=\int_0^1\varepsilon\,dn$, and therefore

$$I=-\int_0^1\varepsilon(n)\,dn .$$

The binding energy is minus the average eigenvalue along the path. The eigenvalue at the middle of the path is a natural estimate of that average.

To find the error, put $n=\tfrac12+x$ with $-\tfrac12\le x\le\tfrac12$, and expand:

$$\varepsilon(\tfrac12+x)=\varepsilon+\varepsilon' x+\frac{\varepsilon''}{2}x^2+\frac{\varepsilon'''}{6}x^3+\frac{\varepsilon''''}{24}x^4+\dots,$$

with all coefficients on the right taken at $n=\tfrac12$. The odd powers integrate to zero over the symmetric interval. The even ones give

$$\int_{-1/2}^{1/2}\frac{x^2}{2}\,dx=\frac12\cdot\frac{2}{3}\left(\frac12\right)^3=\frac1{24},$$

$$\int_{-1/2}^{1/2}\frac{x^4}{24}\,dx=\frac1{24}\cdot\frac25\left(\frac12\right)^5=\frac1{1920}.$$

With the minus sign in front of the integral,

$$I=-\varepsilon(\tfrac12)-\frac{\varepsilon''(\tfrac12)}{24}-\frac{\varepsilon''''(\tfrac12)}{1920}-\dots$$

The linear variation of the eigenvalue has disappeared: what the estimate misses in one half of the path, it regains in the other.

The expansion parameter is not small, since a whole electron is removed. The second-derivative term dominates the error only if the higher derivatives are modest. The ratio of the next term to it is $\varepsilon''''/(80\,\varepsilon'')$.

A statement without an infinite series is also available. Assume that $\varepsilon$ is continuous on $[0,1]$ and that $\varepsilon''$ is continuous inside. Define the part of the eigenvalue that is not linear,

$$R(x)=\varepsilon(\tfrac12+x)-\varepsilon(\tfrac12)-\varepsilon'(\tfrac12)\,x,$$

and the number $q=24\int_{-1/2}^{1/2}R\,dx$. Since the linear term integrates to zero, $I=-\varepsilon(\tfrac12)-q/24$.

Could $\varepsilon''$ exceed $q$ everywhere inside the interval? Then $R(x)$, which vanishes with zero slope at $x=0$, would exceed $qx^2/2$ for every other $x$. Its integral would exceed $q/24$, contrary to the definition of $q$. By the same argument $\varepsilon''$ cannot lie below $q$ everywhere. Being continuous, it must equal $q$ at some point $\xi$:

$$I=-\varepsilon(\tfrac12)-\frac{\varepsilon''(\xi)}{24},\qquad 0<\xi<1 .$$

If $|\varepsilon''|\le M$ along the path, the error is at most $M/24$. If $\varepsilon$ is linear in $n$, the error is zero.

## Second derivation: two steps from the half-occupied state

The second route does not integrate the eigenvalue. It starts from the half-occupied system and asks for the total energy half an electron away on either side.

Assume that $E$, $E'$ and $E''$ are continuous on $[0,1]$ and that $E'''$ is continuous inside. Taylor's theorem with steps $+\tfrac12$ and $-\tfrac12$ gives

$$E(1)=E(\tfrac12)+\frac12E'(\tfrac12)+\frac18E''(\tfrac12)+\frac1{48}E'''(\xi_+),$$

$$E(0)=E(\tfrac12)-\frac12E'(\tfrac12)+\frac18E''(\tfrac12)-\frac1{48}E'''(\xi_-),$$

with $\xi_+$ between $\tfrac12$ and $1$, and $\xi_-$ between $0$ and $\tfrac12$. The factor $\tfrac1{48}$ is $\tfrac16(\tfrac12)^3$. Subtract the first line from the second:

$$I=-E'(\tfrac12)-\frac{E'''(\xi_+)+E'''(\xi_-)}{48}.$$

The average of the two third derivatives lies between them, so the continuous function $E'''$ takes that value at some $\xi$ between $\xi_-$ and $\xi_+$. The last term is therefore $-E'''(\xi)/24$. Janak's theorem now translates energies into eigenvalues: $E'=\varepsilon$ and $E'''=\varepsilon''$. Hence

$$I=-\varepsilon(\tfrac12)-\frac{\varepsilon''(\xi)}{24},$$

as before. If $\varepsilon''$ varies little along the path, $\xi$ may be replaced by $\tfrac12$.

This route shows where the relaxation goes. The curvature $E''$, which contains the orbital response, raises or lowers both end points by the same $E''/8$ and cancels in their difference.

Starting from the intact system instead gives

$$E(0)=E(1)-E'(1)+\tfrac12E''(1)-\dots,\qquad I=-\varepsilon(1)+\tfrac12\varepsilon'(1)-\dots$$

Now the curvature does not cancel. The eigenvalue of the intact system is wrong already at first order in $\varepsilon'$, whereas the half-occupied one is wrong first through $\varepsilon''$.

## Worked example: the 1s level of beryllium in BeH₂

Take linear BeH₂ with a chosen Be–H distance of 1.33 Å. The functional is the local density approximation, with Slater exchange and VWN correlation. The basis is def2-TZVP, with the functions on beryllium uncontracted so that the core can adjust to the hole; there are 40 functions. The digits quoted below belong to this basis, and their convergence with the basis has not been established; they serve to compare estimates within one model and are not basis-limit values. Derivatives with respect to $n$ come from five-point finite differences with spacing 0.1.

**Shared hole.** The total energies are $E(1)=-15.65839$ and $E(0)=-11.08462$ hartree, so

$$I=-11.08462+15.65839=4.57377\ \text{hartree}=124.46\ \text{eV}.$$

The eigenvalue of the intact molecule gives $-\varepsilon(1)=3.79991$ hartree, or 103.40 eV, which is 21.06 eV too low relative to $I$. The half-occupied eigenvalue gives

$$-\varepsilon(\tfrac12)=4.57134\ \text{hartree}=124.39\ \text{eV}.$$

The remaining error is $I+\varepsilon(\tfrac12)=4.57377-4.57134=0.00243$ hartree, or 0.066 eV. The computed second derivative is $\varepsilon''(\tfrac12)=-0.0604$ hartree, so the predicted leading error is

$$-\frac{\varepsilon''(\tfrac12)}{24}=\frac{0.0604}{24}\approx0.0025\ \text{hartree},$$

or 0.068 eV. The prediction is too large by about 0.002 eV.

The role of relaxation can be seen by freezing the orbitals found at $n=\tfrac12$ and changing only the occupation. The slope of the energy at $n=\tfrac12$ is then $-4.57134$ hartree, the same as the relaxed eigenvalue to the digits shown. The curvature is 2.051 hartree with frozen orbitals and 1.564 hartree with relaxed ones. Relaxation lowers the curvature by about a quarter of its frozen value and leaves the slope alone, as Janak's theorem requires for the slope. The error of $-\varepsilon(1)$, roughly half the curvature, is therefore not created by relaxation: the curvature is present with frozen orbitals, and relaxation makes it smaller.

**Polarized hole.** The intact molecule is the same, but now $E(0)=-11.24951$ hartree, and

$$I=-11.24951+15.65839=4.40888\ \text{hartree}=119.97\ \text{eV}.$$

The half-occupied eigenvalue gives $-\varepsilon(\tfrac12)=4.43860$ hartree, or 120.78 eV. The error is $4.40888-4.43860=-0.02972$ hartree, or $-0.81$ eV, about twelve times the size of the shared-hole error and of opposite sign.

With $\varepsilon''(\tfrac12)=0.5675$ and $\varepsilon''''(\tfrac12)=7.73$ hartree, the first two terms of the error series are

$$-\frac{0.5675}{24}=-0.0236,\qquad -\frac{7.73}{1920}=-0.0040\ \text{hartree}.$$

The five-point fourth derivative with spacing $h$ carries a truncation error $h^2\varepsilon^{(6)}/6$, which is not negligible here, so the value 7.73 and the term built from it are rough estimates. The leading term accounts for about 80% of the error. Given that uncertainty, the two terms together give between about $-0.027$ and $-0.028$ hartree and leave roughly $-0.002$ hartree.

The two values of $I$ differ by $124.46-119.97=4.49$ eV. This difference comes from the energy of the ion, since $E(1)$ is common to both. It is a difference between two descriptions of the final state. The half-occupied eigenvalues differ by $124.39-120.78=3.61$ eV, so they reproduce most of it but not all; the remaining 0.88 eV is the difference between the errors of the two estimates.

## Why emptying one spin orbital is harder

A small model shows how local exchange can produce large higher derivatives. In the local spin-density approximation the exchange energy is $-A\sum_\sigma\int\rho_\sigma^{4/3}d^3r$ with $A>0$. Keep only the core density and freeze the core orbital $\varphi$. One spin orbital with occupation $n$ then contributes

$$E_x=-a\,n^{4/3},\qquad a=A\int|\varphi|^{8/3}d^3r .$$

Differentiating once gives its contribution to the eigenvalue, and differentiating further gives the others:

$$\varepsilon_x=-\frac43a\,n^{1/3},\qquad \varepsilon_x''=\frac8{27}a\,n^{-5/3},\qquad \varepsilon_x''''=\frac{320}{243}a\,n^{-11/3}.$$

The even derivatives are positive, so both error terms are negative, the signs found for the polarized hole. They also grow without limit as $n\to0$.

For the shared hole, two spin orbitals hold $f=(1+n)/2$ each, and $E_x=-2a f^{4/3}$. Since $df/dn=\tfrac12$,

$$\varepsilon_x=-\frac43a f^{1/3},\qquad \varepsilon_x''=\frac14\cdot\frac8{27}a f^{-5/3},\qquad \varepsilon_x''''=\frac1{16}\cdot\frac{320}{243}a f^{-11/3}.$$

At the midpoint $f=\tfrac34$, whereas the polarized orbital has occupation $\tfrac12$. The polarized derivatives are larger by the factors

$$4\left(\tfrac32\right)^{5/3}\approx7.9,\qquad 16\left(\tfrac32\right)^{11/3}\approx71 .$$

The model leaves out relaxation, correlation and the valence density. With frozen orbitals the kinetic, nuclear and Hartree terms are at most quadratic in $n$ and add nothing to $\varepsilon''$. Including the valence density $\rho_v$ replaces $f|\varphi|^2$ by $\rho_v+f|\varphi|^2$, and the third derivative of $-A(\rho_v+f|\varphi|^2)^{4/3}$ with respect to $f$ is $\tfrac8{27}A|\varphi|^6(\rho_v+f|\varphi|^2)^{-5/3}$, still positive. The computed $\varepsilon''$ for the shared hole is nevertheless negative, so at least one of relaxation and correlation matters there. In the polarized case the positive sign and the large fourth derivative agree with the model. That exchange is their main cause in BeH₂ is a plausible reading, but the calculation did not separate the contributions.

## What each derivation assumes

Both derivations need a single smooth branch of self-consistent solutions with the hole in the same core orbital. They differ in where they use Janak's theorem and in how much smoothness they ask for.

The first uses the theorem along the whole path, because it rebuilds the energy difference from the eigenvalue. In return it asks little of the end points: $\varepsilon$ must be continuous there, but its slope may diverge. The exchange model is such a case, since $n^{1/3}$ is continuous at $n=0$ while its derivative is infinite. The form with $\xi$ still holds, although $\varepsilon''$ is unbounded and no finite bound $M/24$ exists.

The second takes the total energies at the end points as given, and it uses the theorem to identify derivatives of $E$ with those of $\varepsilon$. For the estimate $-\varepsilon(\tfrac12)$ itself, the theorem is needed at the midpoint alone. As written, however, the derivation requires $E''=\varepsilon'$ to be continuous up to both ends, which the exchange model violates at $n=0$.

They also fail differently when the path is not smooth. Suppose that $E$ is continuous but $\varepsilon$ jumps at some occupation. The integral $I=-\int_0^1\varepsilon\,dn$ survives, taken piece by piece, but the midpoint need no longer represent the average. The Taylor expansion of $E$ across the jump has no justification at all. If the calculation falls onto another branch, so that $E$ itself jumps, the integral misses that jump as well.

For a core-level shift between two environments A and B, subtract the two binding energies:

$$I_A-I_B=-\left[\varepsilon_A(\tfrac12)-\varepsilon_B(\tfrac12)\right]-\frac{\varepsilon_A''(\tfrac12)-\varepsilon_B''(\tfrac12)}{24}+\dots$$

The leading error of the shift depends on the difference of the second derivatives. It cancels to the extent that the eigenvalue bends equally in both environments, provided that both are treated with the same spin description and the same zero of potential. Such cancellation is not guaranteed. Between the free Be atom and BeH₂, with the same functional and beryllium basis, the shift is about 2.35 eV and the half-occupied estimate misses it by about 0.19 eV in both spin treatments, more than the 0.066 eV error of the shared-hole binding energy in BeH₂ itself.

Neither derivation improves the functional. The energies above also omit relativity and nuclear motion, and they carry the error of a finite basis. The half-occupied eigenvalue approximates the total-energy difference within that description, with an error governed by how the core eigenvalue bends as the electron is removed.
